Photon wavevector and valley separation in silicon

**Problem**

In silicon the top of the valence band lies at the zone centre, k = 0. The bottom of the conduction band lies in six equivalent valleys, one of them at

k = (0.85, 0, 0) 2π/a,

where a is the edge of the cubic cell. A photon of energy 1.1 eV travels inside the crystal.

(a) Find the photon's wavevector and compare it with the separation of the band edges.

(b) Decide whether the photon alone can take an electron from one band edge to the other, and whether a reciprocal lattice vector can help.

(c) Find what a phonon must supply at 300 K.

(d) Estimate how far the answer changes if the electron and hole are not left at the band edges, or if the crystal is a thin film.

Use these rough room-temperature values: refractive index n = 3.5, a = 0.543 nm, band gap 1.12 eV, phonon energy 0.058 eV. Wavevectors include the factor 2π, so that a wave of wavelength λ has wavevector 2π/λ. The crystal is pure, undoped and, until part (d), large.

**Solution**

**(a) The two wavevectors**

Take a plane wave travelling along x, with electric field along y and magnetic field along z:

E_y = E₀ exp[i(qx − ωt)],  B_z = B₀ exp[i(qx − ωt)].

Absorption near the indirect edge is weak, so the field hardly decays over one wavelength and n may be taken as real. Faraday's law, ∇×E = −∂B/∂t, has the z component ∂E_y/∂x = −∂B_z/∂t. Each derivative with respect to x gives a factor iq and each derivative with respect to t gives −iω, so

iqE₀ = iωB₀, or B₀ = qE₀/ω.

In a non-magnetic medium of index n the other curl equation is ∇×B = (n²/c²) ∂E/∂t. Its y component is −∂B_z/∂x = (n²/c²) ∂E_y/∂t, which gives

−iqB₀ = −iω(n²/c²)E₀.

Insert B₀ and cancel −iE₀:

q²/ω = ωn²/c², hence q = nω/c.

The positive root describes a wave moving towards positive x. The photon energy is E = ħω, so ω = E/ħ and

q = nE/(ħc).

The frequency is the same inside and outside the crystal, because the fields must match at the surface at every instant. The wavelength therefore changes, and the wavevector inside is n times the vacuum value.

With ħc = 197.327 eV nm, the vacuum wavevector is

q₀ = 1.10/197.327 = 0.005575 nm⁻¹,

and inside silicon

q = 3.5 × 0.005575 = 0.01951 nm⁻¹.

The corresponding wavelengths are 1127 nm in vacuum and 322 nm inside.

The separation of the band edges is

Q = 0.85 × 2π/a = 0.85 × 11.571 = 9.836 nm⁻¹.

The ratio is

Q/q = 9.836/0.01951 ≈ 504.

The photon supplies about 0.2 percent of the required wavevector. In the unit often used for semiconductors, Q is 9.8 × 10⁷ cm⁻¹ and q is 2.0 × 10⁵ cm⁻¹.

The origin of the large factor is clearer in terms of lengths. Since q = 2πn/λ₀, where λ₀ is the vacuum wavelength,

Q/q = (0.85 × 2π/a) × λ₀/(2πn) = 0.85 λ₀/(na).

The factors 2π cancel. What remains compares the wavelength of light in the crystal, λ₀/n, with the lattice constant. A valley far out in the Brillouin zone has a wavevector set by the atomic spacing, while a photon near the band gap has one set by a wavelength of hundreds of nanometres.

The inputs are rough, and the ratio is proportional to the valley fraction and inversely proportional to n. An error of 0.05 in n and one of 0.02 in the valley fraction, taken in the directions that add, give a range from 485 to 523. "Near 500" is as much as the data support.

The valley fraction can also be computed. A local empirical pseudopotential calculation, with form factors −0.21, 0.04 and 0.08 Ry at squared reciprocal lengths 3, 8 and 11 in units of (2π/a)², puts the conduction minimum on the line from the zone centre to X at 0.853 of 2π/a with 137 plane waves; larger bases move it by about 0.001, to 0.854. On that line the valence maximum is at the zone centre. The model omits spin-orbit coupling and nonlocal terms, and its gap of 0.82 eV is well below the 1.12 eV used here. It supports the valley position; its gap is not used.

**(b) Why the wavevectors must match**

A small wavevector would not matter if the crystal did not require a balance. The requirement follows from translation symmetry. A Bloch state has the property

ψₖ(r + R) = exp(ik·R) ψₖ(r)

for every lattice vector R. To leading order in the light field, the amplitude for absorbing a photon is proportional to the component, along the polarization, of

M = ∫ ψ*ₖ′(r) exp(iq·r) p ψₖ(r) d³r,

where p is the momentum operator, k labels the initial valence state and k′ the final conduction state. The factor exp(iq·r) is the spatial phase of the absorbed wave.

Replace r by r + R throughout the integrand. In a large crystal with periodic boundary conditions this relabels the points of integration and leaves M unchanged. The operator p is a derivative and is unaffected by a constant shift. The three other factors acquire phases:

- ψ*ₖ′ gives exp(−ik′·R), with a minus sign from the complex conjugate;
- the light wave gives exp(iq·R);
- ψₖ gives exp(ik·R).

Therefore

M = exp[i(k + q − k′)·R] M.

Either M = 0, or the phase factor equals 1 for every R. The vectors G for which exp(iG·R) = 1 for every R are the reciprocal lattice vectors. An allowed transition thus needs

k′ = k + q + G.

This rule was tested on a ring of 20 cells with 12 points per cell and the potential 6 cos(2πx), in units where ħ, the electron mass and the cell length are 1. The lowest state, which has k = 0, was driven by a wave with q = 2π/20. Of the total strength going into the second band, the fraction found at values of |k′| other than q was 3 × 10⁻²⁵, which is zero within rounding.

The vector G might seem to offer a way out, since it costs the photon nothing. For a transition from k = 0 to the valley at k′ = (0.85, 0, 0) 2π/a, the photon would need q = k′ − G. The question is whether some G makes this vector short.

Silicon has an fcc lattice, whose reciprocal vectors are G = (h, j, l) 2π/a with h, j, l all even or all odd. In units of (2π/a)²,

|k′ − G|² = (0.85 − h)² + j² + l²
= 0.85² − 1.7h + h² + j² + l².

The change caused by G is therefore

Δ = h(h − 1.7) + j² + l².

For negative h the first term is positive, and for h = 0 it vanishes. For h = 2 it is 0.6, and for larger h it is greater still. The one negative case is h = 1, where it equals −0.7. But then j and l are odd, so j² + l² is at least 2 and Δ is at least 1.3. Hence no G shortens the vector, and Q is the least wavevector that must be supplied. By cubic symmetry the same holds for the other five valleys.

The photon alone therefore cannot connect the band edges. At 1.10 eV it also lacks energy, since the gap is 1.12 eV, but the two obstacles are separate. A photon of 1.12 eV would have enough energy, and its ratio, with n held fixed, would be 504 × 1.10/1.12 ≈ 495. It would still fail on wavevector.

One can ask which photon does have wavevector Q. Scaling the energy by 504 at fixed n = 3.5 would give a wrong answer, because that index belongs to near-infrared light. The required photon is an X-ray photon, for which n may be taken as 1 in an estimate. Its energy is

ħcQ = 197.327 × 9.836 ≈ 1941 eV.

Such a photon has the right wavevector and more than a thousand times too much energy for this transition. Light carries much energy for little wavevector.

The opposite limit is a direct-gap crystal, with both band edges at the same k. Then the separation is zero and the photon has to supply nothing. Its own wavevector shifts the electron by q, which here would be 0.01951/11.571, or about 0.2 percent of 2π/a. On a band diagram drawn across the whole zone such a transition looks vertical, which is why optical transitions without phonons are usually drawn so.

**(c) What the phonon supplies**

A lattice vibration with wavevector K moves the atoms in a pattern that also acquires a phase exp(iK·R) under translation. When a phonon is absorbed along with the photon, the argument of part (b) gives

k′ = k + q + K + G.

With k = 0, k′ at the valley and G = 0, the phonon must have K = k′ − q. Its magnitude differs from Q by at most q, that is by 0.2 percent of Q. If a phonon is emitted instead, K enters with a minus sign, so the emitted phonon must have the opposite wavevector.

Such phonons exist: the point 0.85 × 2π/a lies inside the Brillouin zone, whose boundary on this line is at X, 2π/a from the centre. Their energy is small because the frequency of a lattice vibration is limited by the atomic masses and the stiffness of the bonds, however short its wavelength. The rough value of 0.058 eV is 5 percent of the photon energy. The division of labour is thus nearly complete: the photon brings most of the energy and the phonon nearly all of the wavevector.

Energy conservation then decides between absorbing and emitting this phonon. With emission, the energy left for the electron and hole is

1.100 − 0.058 = 1.042 eV,

which is less than the gap. With absorption it is

1.100 + 0.058 = 1.158 eV,

which exceeds the gap by

D = 1.158 − 1.120 = 0.038 eV.

So with one phonon of this energy, a 1.1 eV photon can be absorbed at 300 K if the phonon is already present. The mean number of phonons in one vibrational mode of energy ε is the Bose–Einstein value

N = 1/[exp(ε/k_BT) − 1].

At 300 K, k_BT = 0.02585 eV, and

N = 1/[exp(0.058/0.02585) − 1] = 0.119.

The rate of phonon absorption is proportional to N, so the process depends on modes that hold, on average, only about 0.12 of a quantum each. If the crystal were cooled with the gap held fixed, N would fall and this absorption would fade. The wavevector ratio would not change, since temperature does not enter it at fixed n and a.

This treatment takes one phonon branch and leaves out exciton binding and processes with several phonons. These affect where absorption begins and how strong it is near the threshold. They do not alter the wavevector of the photon or the positions of the band edges.

**(d) How much can the mismatch shrink?**

*Motion away from the band edges.* The excess energy D lets the electron and hole end up some distance from the band edges. Let the final electron state be displaced by κₑ from the valley bottom towards the zone centre, and the emptied valence state by κₕ from the zone centre towards the valley. The wavevector to be supplied then falls from Q to Q − (κₑ + κₕ).

For parabolic bands the energies add up to

ħ²κₑ²/(2mₑ) + ħ²κₕ²/(2mₕ) = D.

To find the greatest sum κₑ + κₕ, write it as

κₑ + κₕ = √mₑ (κₑ/√mₑ) + √mₕ (κₕ/√mₕ).

This is the scalar product of two two-component vectors, so it cannot exceed the product of their lengths:

(κₑ + κₕ)² ≤ (mₑ + mₕ)(κₑ²/mₑ + κₕ²/mₕ).

By the energy equation the last bracket equals 2D/ħ². Hence

κₑ + κₕ ≤ √[2(mₑ + mₕ)D]/ħ.

The bound is reached when the two vectors are parallel, which means κₑ/mₑ = κₕ/mₕ.

The valleys of silicon are elongated, and the line from a valley to the zone centre is the long axis. The relevant electron mass is therefore the longitudinal one, roughly 0.92 free-electron masses; the pseudopotential model of part (a) gives 0.87. For the hole take a rough isotropic mass of 0.50. The sum is 1.42 free-electron masses, and with D = 0.038 eV the bound is 1.19 nm⁻¹. The heavy-hole mass along this particular line is smaller, near 0.28, which gives about 1.1 nm⁻¹ for a hole that stays on the line. The real heavy-hole band is warped and, at these energies, far from parabolic: it is much flatter along ⟨110⟩. A six-band k·p model with Luttinger parameters 4.285, 0.339 and 1.446 and a spin-orbit splitting of 0.044 eV gives about 1.3 nm⁻¹ when the hole is displaced in that direction. The value 1.19 nm⁻¹ is therefore an estimate of size, not a strict upper limit for silicon.

This is about 60 times the photon wavevector, so the exact place where the carriers end up matters far more than the photon does. It is still 12 percent of Q. With this estimate

(9.836 − 1.190)/0.01951 ≈ 443.

With 1.3 nm⁻¹ in its place the ratio is about 440. Either way the photon remains short by a factor of several hundred.

*A thin film.* In a crystal of finite thickness L the wavevector balance across the film is not sharp. For a mismatch δ, the phases across the film add up to

(1/L) ∫₀ᴸ exp(iδx) dx = [exp(iδL) − 1]/(iδL).

Taking out the factor exp(iδL/2) leaves a magnitude

|sin(δL/2)/(δL/2)|.

It is 1 at δ = 0 and first vanishes at δ = 2π/L, which serves as a measure of the spread. It is a width and not a cut-off, since weaker contributions remain beyond it. The sum gives every layer of the film equal weight. Electron and hole states that fade smoothly to zero at the surfaces have a width of the same order, but much weaker contributions far beyond it. For a 220 nm film,

2π/L = 0.0286 nm⁻¹.

This is larger than the photon's own wavevector, yet it is 0.3 percent of Q. The film is thin for light and thick for the lattice.

The estimate also shows where the argument fails. The spread relative to Q is

(2π/L)/Q = (2π/L) × a/(0.85 × 2π) = a/(0.85L).

With a/0.85 = 0.64 nm, a crystal 3 nm across has a spread of about 20 percent of Q. There the balance of wavevectors is no longer a strict rule, and some absorption without phonons becomes possible for photons above the gap. Confinement also raises that gap: a hard-wall film 3 nm thick with the masses used above has a gap near 1.25 eV, out of reach of a 1.1 eV photon even with one phonon of 0.058 eV. How strong it is depends on the shape of the states and on the surfaces, which this width does not describe. Strong disorder relaxes the rule for the same reason: it removes the translation symmetry on which part (b) rests.

**The cases side by side**

| Source of wavevector | Size (nm⁻¹) | Q divided by size |
|---|---|---|
| Photon in vacuum | 0.005575 | 1764 |
| Photon in silicon | 0.01951 | 504 |
| Spread in 220 nm film | 0.0286 | about 340 |
| Carriers off band edges, parabolic estimate | 1.19 | 8.3 |
| Phonon at the valley wavevector | 9.836 | 1 |

The first two rows differ by the factor n = 3.5, so a quoted ratio should say which wavevector it uses. The last row equates the phonon wavevector with Q, which neglects the photon's 0.2 percent.

**Relation to real devices**

The lattice constant, index and gap used here are ordinary values for silicon at room temperature, and 220 nm is a common thickness for the silicon layer of photonic waveguides. The assumption that a waveguide breaks most directly is that of a plane wave in bulk material. A guided mode advances along the guide with a wavevector n_eff ω/c, where n_eff lies between the index of the cladding and that of silicon. If that component is used, the ratio lies between 504 and 1764, the upper end belonging to an air cladding. Guiding therefore makes the shortfall along the guide larger. Heavy doping and defects add other routes for absorption, which this estimate does not describe.

The need for a phonon makes absorption near the gap weak compared with that of a direct-gap semiconductor at a similar distance above its own gap. A silicon detector for light near 1.1 eV accordingly needs a long absorption path. The numerical output below lists the main values used, in the same units.

Calculated quantities

```
photon energy: 1.10 eV
refractive index, rough: 3.50
lattice constant: 0.543 nm
valley fraction of 2 pi/a: 0.85
hbar c: 197.327 eV nm
vacuum wavelength: 1127.1 nm
wavelength inside silicon: 322.0 nm
photon wavevector in vacuum: 0.005575 nm^-1
photon wavevector inside: 0.01951 nm^-1
same from Maxwell integration: 0.01951 nm^-1
2 pi/a: 11.571 nm^-1
valley separation: 9.836 nm^-1
valley separation: 9.836e+07 cm^-1
photon wavevector inside: 1.951e+05 cm^-1
ratio inside silicon: 504.1
ratio with vacuum wavevector: 1764
photon share of separation: 0.198 percent
X-ray energy for full separation: 1941 eV
forbidden strength on test ring: 3.2e-25
pseudopotential valley fraction: 0.853
pseudopotential indirect gap: 0.82 eV
pseudopotential long mass: 0.87 m_e
index uncertainty taken: 0.05
valley fraction uncertainty taken: 0.02
ratio range: 485 to 523
temperature: 300 K
gap, rough: 1.12 eV
phonon energy, rough: 0.058 eV
phonon/photon energy: 0.053
thermal energy: 0.02585 eV
thermal phonon number: 0.119
excess energy after phonon absorption: 0.038 eV
longitudinal electron mass: 0.92 m_e
hole mass, rough: 0.50 m_e
largest band-edge spread: 1.190 nm^-1
spread/separation: 0.121
ratio after removing spread: 443
film thickness: 220 nm
film wavevector spread: 0.0286 nm^-1
film spread/separation: 0.00290
```
